# Contaminant Diffusion Against a Gas Flow into an Absorbing Optics Chamber

A channel of length $L$ joins a dirty space, where a trace contaminant has number density $c_0$, to a clean optics chamber. Gas moves through the channel at speed $v$ from the chamber toward the dirty space, and the contaminant has diffusivity $D$ in this gas. The contaminant is dilute, so its flux density $J$ into the chamber is proportional to $c_0$, and $J/c_0$ is a speed. The available speeds are $v$ and $D/L$, and their ratio is the one dimensionless number of the problem. Hence

$$
J=\frac{Dc_0}{L}\,f(P),\qquad P=\frac{vL}{D},\qquad f(0)=1 .
$$

The last condition says that $J_0=Dc_0/L$ is the flux by diffusion alone into a chamber that absorbs everything.

A composition argument shows where an exponential must appear. Suppose that the chamber is sealed and absorbs nothing, so that no net flux passes any cross-section. The ratio of the densities at the two ends of a piece of channel is then a function $g(P)$ of that piece alone. For two pieces in series the ratios multiply while the values of $P$ add, so $g(P_1+P_2)=g(P_1)g(P_2)$. The continuous, positive solution is $g=e^{-\alpha P}$. The local flux law will give $\alpha=1$. An absorbing chamber draws a net flux, so its $f(P)$ need not be a pure exponential, and it turns out not to be one.

Let $x$ run from the dirty end, $x=0$, to the chamber, $x=L$, and take the density at $x=0$ to be that of the dirty space, $c_0$. The gas velocity is $-v$ with $v>0$, and $J$ is positive toward the chamber. The state is steady and isothermal, and the channel walls neither take up nor release contaminant. The mean contaminant velocity is $J/c$, so its velocity relative to the gas is $J/c+v$. If the drag on one molecule is $\zeta$ times this relative velocity, and if inertia is negligible, the partial-pressure gradient balances the drag in each unit volume:

$$
-k_BT\frac{dc}{dx}-\zeta(J+vc)=0
\quad\Longrightarrow\quad
J=-D\frac{dc}{dx}-vc,\qquad D=\frac{k_BT}{\zeta}.
$$

The drag coefficient follows from collisions. Treat the molecules as hard spheres whose centres are a distance $d$ apart at contact, with reduced mass $\mu$ and gas density $n$. A collision with impact parameter $b$ deflects the relative velocity $\mathbf g$ by an angle $\chi$, where $b=d\cos(\chi/2)$, so $b^2=d^2(1+\cos\chi)/2$. Impacts are uniformly distributed in $b^2$, hence in $\cos\chi$. The scattering is isotropic, and the average momentum lost per collision is $\mu\mathbf g$. Collisions occur at the rate $n\pi d^2g$, so the mean drag is $n\mu\pi d^2\langle g\,g_x\rangle$.

Take both velocity distributions as Maxwellian, with a relative drift $w$. Then $\mathbf g$ has variance $\sigma^2=k_BT/\mu$ per component, and to first order in $w$ its distribution is the undrifted one times $1+wg_x/\sigma^2$. Using isotropy and $\langle g^3\rangle_0=8\sqrt{2/\pi}\,\sigma^3$,

$$
\langle g\,g_x\rangle=\frac{w}{\sigma^2}\langle g\,g_x^2\rangle_0
=\frac{w}{3\sigma^2}\langle g^3\rangle_0
=\frac{8}{3}\sqrt{\frac{2}{\pi}}\,\sigma w .
$$

Multiplying by $n\mu\pi d^2$ and dividing by $w$ gives

$$
\zeta=\frac83\,nd^2\sqrt{2\pi\mu k_BT}.
$$

Thus $D\propto1/n$ at fixed temperature, and $P=vL\zeta/k_BT$ is proportional to $nv$. Doubling the gas density at fixed speed raises $P$ as much as doubling the speed at fixed density.

In the steady state $J$ does not depend on $x$. Multiply the flux law by $e^{vx/D}/D$ and collect the derivative of a product:

$$
\frac{d}{dx}\left(c\,e^{vx/D}\right)=-\frac{J}{D}e^{vx/D}.
$$

Integration from $0$ to $L$ gives a relation that holds for any condition at the chamber:

$$
c(L)e^P-c_0=-\frac Jv\left(e^P-1\right). \tag{1}
$$

For a sealed chamber $J=0$ and $c(L)=c_0e^{-P}$, so $\alpha=1$. For an absorbing chamber $c(L)=0$, and

$$
J=\frac{vc_0}{e^P-1},\qquad
\frac{J}{J_0}=\frac{P}{e^P-1}. \tag{2}
$$

When $P\ll1$, $e^P-1\approx P+P^2/2$, so $J/J_0\approx1-P/2$ and pure diffusion is recovered. When $P\gg1$,

$$
J\approx vc_0e^{-P},\qquad \frac{J}{J_0}\approx Pe^{-P}.
$$

The relative error of these forms is $e^{-P}$. The statement that flow suppresses diffusion as $e^{-vL/D}$ is therefore right for the exponential part, but the reduction relative to the flux without flow carries an extra factor $P$.

The density profile shows where this factor comes from. Integrating only as far as $x$ and inserting (2) gives

$$
c(x)=c_0\,\frac{e^{-vx/D}-e^{-P}}{1-e^{-P}} .
$$

For large $P$ the density follows the sealed-chamber profile through most of the channel and drops to zero within a few decay lengths $D/v$ of the chamber. The final gradient is about $c_0e^{-P}$ divided by $D/v$, whereas without flow it is $c_0$ divided by $L$. The steeper final drop contributes $L/(D/v)=P$.

Absorption is itself a limit. If the chamber removes molecules at the rate $J=kc(L)$, where $k$ is an uptake speed, substitute $c(L)=J/k$ in (1):

$$
J\left[\frac{e^P}{k}+\frac{e^P-1}{v}\right]=c_0
\quad\Longrightarrow\quad
J=\frac{vc_0}{(1+v/k)e^P-1}. \tag{3}
$$

Equation (2) requires $(v/k)e^P/(e^P-1)\ll1$. This means $k\gg v$ in strong flow and $k\gg D/L$ in weak flow. Within the model, finite uptake lowers the flux, so (2) is an upper bound with respect to $k$.

Consider a hydrogen-filled channel at 0.10 Torr and 295 K, with length 10 cm, radius $a=2$ cm and mean gas speed 2500 cm/s. The contaminant is a generic organic molecule of mass 100 u at a partial pressure of $1.0\times10^{-8}$ Torr, with an assumed organic–hydrogen collision diameter of 0.45 nm. The drag formula gives $D=2514$ cm²/s. Then

$$
P=\frac{2500\times10}{2514.4}=9.943,\qquad
\frac{J}{J_0}=\frac{9.943}{e^{9.943}-1}=4.78\times10^{-4}.
$$

A finite-volume solution of the conservation law gives the same ratio to the printed digits. Those digits belong to the assumed diameter: since $P\propto d^2$, a diameter of 0.43 nm multiplies the ratio by 2.2 and one of 0.47 nm by 0.44, so for a real molecule the ratio is known only to within a factor of a few, an uncertainty as large as the flow and boundary corrections sized below. The bare exponential is $4.81\times10^{-5}$, smaller by the factor $P\approx10$. With $c_0=3.273\times10^8$ cm⁻³, the flux without flow is

$$
J_0=\frac{2514.4\times3.273\times10^8}{10}
=8.23\times10^{10}\ \mathrm{cm^{-2}\,s^{-1}},
$$

and the flow reduces it to $3.93\times10^7$ cm⁻² s⁻¹, or $3.93\times10^{11}$ m⁻² s⁻¹.

At fixed pressure and length, a speed of 250 cm/s gives $P=0.994$ and leaves 58% of the diffusive flux. At 1000 cm/s, $P=3.98$ and 7.6% remains. In strong flow, with $v$ and $D$ fixed, a tenfold reduction in $J$ needs an added length of about $2.30D/v=2.3$ cm, since $D/v=1.006$ cm.

The same gas flow holds back different molecules very differently. Water, with mass 18 u and a rough collision diameter of 0.28 nm, has $D=6780$ cm²/s in this model. Its $P$ is 3.69 and $J/J_0=0.095$, about 200 times the organic ratio. The smaller collision cross-section accounts for most of the increase in $D$, and the exponential magnifies it.

The gas cannot really have one speed across a channel with stationary walls. In fully developed viscous flow, the pressure force on a cylinder of gas of radius $r$ balances the shear force on its side. For a pressure gradient of magnitude $G$ and viscosity $\eta$, the local speed $u$ obeys $-2\pi r\eta\,du/dr=\pi r^2G$. With $u(a)=0$,

$$
u=\frac{G(a^2-r^2)}{4\eta},\qquad
v=\frac{2}{a^2}\int_0^a u\,r\,dr=\frac{Ga^2}{8\eta},
$$

so $u=2v(1-s)$, where $s=r^2/a^2$ and $v$ is now the mean speed. A contaminant mode $e^{-\lambda x}\phi(r)$ satisfies

$$
u\lambda\phi=D(\nabla_\perp^2\phi+\lambda^2\phi).
$$

Set $\Lambda=\lambda a$, $\epsilon=va/D$ and $h=2(1-s)$. Since $\nabla_\perp^2\phi=(4/a^2)(s\phi')'$, with primes denoting $d/ds$,

$$
4(s\phi')'+\Lambda^2\phi-\epsilon\Lambda h\phi=0 .
$$

The average over the cross-section is $\langle\cdot\rangle=\int_0^1\cdot\,ds$. The first term averages to zero because no contaminant enters the wall. Normalizing $\langle\phi\rangle=1$ therefore gives $\Lambda=\epsilon\langle h\phi\rangle$ for the mode that decays upstream. For small $\epsilon$, write $\phi=1+\phi_1$ with $\langle\phi_1\rangle=0$ and use $\Lambda\approx\epsilon$ in the small terms:

$$
4(s\phi_1')'=\epsilon^2(h-1)=\epsilon^2(1-2s)
\quad\Longrightarrow\quad
\phi_1=\epsilon^2\left(\frac s4-\frac{s^2}{8}-\frac1{12}\right).
$$

The contaminant is denser near the wall, where the opposing gas is slow. Because $\phi_1$ has zero mean, $h$ can be replaced by $h-1=1-2s$ in $\langle h\phi_1\rangle$. Since $1-2s$ also averages to zero, the constant term of $\phi_1$ then drops out:

$$
\langle h\phi_1\rangle=\epsilon^2\int_0^1(1-2s)
\left(\frac s4-\frac{s^2}{8}\right)ds=-\frac{\epsilon^2}{48},
\qquad
\lambda\approx\frac vD\left(1-\frac{\epsilon^2}{48}\right).
$$

In the example $\epsilon=1.99$, which is not small. The expansion gives a decay-rate factor of 0.918, while the numerical mode solution gives 0.929. A full mode expansion, including both ends of the channel, gives $J/J_0=9.07\times10^{-4}$, which is 1.90 times the uniform-flow flux. With no slip, slow gas at the wall thus costs about a factor of two here. The hydrogen mean free path is 0.047 of the radius, so some slip at the wall is to be expected. It flattens the profile; a slip length of 0.054 of the radius, as expected for a diffusely reflecting wall, lowers the factor from 1.90 to about 1.6. The wall also acts on the contaminant itself, which keeps its momentum over a distance $D/\sqrt{k_BT/m}\approx0.08a$, with $m$ its mass. Diffuse reflection removes axial momentum, lowers the effective axial $D$ by about 5% and, in a first-order estimate, lowers the flux by roughly a quarter. The diffusion equation used here leaves this out.

Viscosity also makes the pressure rise toward the chamber. The drop $8\eta vL/a^2$, with an assumed viscosity of $9\times10^{-6}$ Pa s, is 0.0034 Torr, or 3.4% of the pressure. In a channel of constant area, $v$ and $D$ both vary as $1/p$, so $v/D$ stays constant. Repeating the integration with variable $D(x)$ gives

$$
J=c_0\left[\int_0^L\frac{e^{vx/D}}{D(x)}\,dx\right]^{-1},
$$

where $v/D$ in the exponent is the constant ratio. The exponent is unchanged. The integral is weighted toward the chamber end, where $D$ is slightly smaller, and the flux falls by 2.9%. With wall slip the drop is about 2.8% of the pressure and the flux falls by about 2.4%. The Reynolds number of 1.2 and the Mach number of 0.019 are consistent with laminar, nearly incompressible flow.

Incomplete absorption at the chamber end matters more than this pressure drop. A Maxwellian gas of contaminant molecules of mass $m$ crosses a plane in one direction at the rate $c\sqrt{k_BT/2\pi m}$. If every molecule that crosses is lost, this suggests $k=6250$ cm/s. Then $v/k=0.400$, and (3) lowers the flux by the factor $1/1.400=0.714$. This is a rough estimate that probably overstates the reduction. Close to an absorber the returning half of the velocity distribution is missing, so a given density there carries a larger flux than this rate suggests. A Fokker–Planck treatment of the contaminant velocity with an absorbing plane gives a factor of about 0.80.

The absorbing surfaces may also lie well beyond the mouth of the channel, so that the contaminant must cross gas converging on the mouth. Let the area be $A(x)$, the volume flow $Q$ and the total contaminant rate $I$. If $c$ is uniform over each cross-section, $I=-DA\,c'-Qc$, where the prime now means $d/dx$. With $\xi'=Q/(DA)$ and $\xi(0)=0$,

$$
(c\,e^\xi)'=-\frac{I}{DA}e^\xi=-\frac IQ(e^\xi)'
\quad\Longrightarrow\quad
I=\frac{Qc_0}{e^X-1},\qquad X=\frac QD\int\frac{dx}{A}.
$$

Model the approach region as hemispheres of area $2\pi r^2$, from $r=a$ to an absorbing surface at $r=R$. Since $Q=\pi a^2v$, the added exponent is

$$
\frac{\pi a^2v}{D}\int_a^R\frac{dr}{2\pi r^2}
=\frac{va}{2D}\left(1-\frac aR\right).
$$

For $R=20$ cm this is $0.994\times0.9=0.895$, and the flux falls to 0.41 of its original value in this model. The hemispheres leave out the gas between the flat mouth and $r=a$, which also opposes the contaminant, so this number understates the effect. For potential flow converging on a flat circular mouth the added exponent is about $(va/2D)\arctan(R/a)=1.46$, and the flux falls to about 0.23 of its original value. Setting the density at the dirty mouth equal to $c_0$ likewise leaves out the gas that spreads from that mouth into the dirty space. This gas dilutes the contaminant near the mouth and lowers the flux further. The corrections have been sized one at a time. They interact, so their product is not a prediction for the combined case.

This model idealizes the hydrogen gas lock between the wafer space and the projection optics of an extreme-ultraviolet lithography tool, where a window of ordinary thickness would absorb the light and only a membrane some tens of nanometres thick would pass most of it. Hydrogen pressures there are roughly some hundredths of a Torr, so 0.10 Torr is on the high side; the dimensions and speed are round choices, not those of a particular tool. The assumption most in need of care is that the whole length opposes the contaminant, because gas may be injected partway along the channel and leave in both directions. Suppose that it enters at the midpoint and flows outward at speed $v$ on each side, and let $q=P/2$. In the chamber half the flux law is $J=vc-Dc'$. With $c(L)=0$ it gives a midpoint density $c_m=(J/v)(1-e^{-q})$. Equation (1), applied to the dirty half, gives $c_me^q-c_0=-(J/v)(e^q-1)$. Eliminating $c_m$,

$$
J=\frac{vc_0}{2(e^{P/2}-1)} .
$$

For $P=9.943$ this is $J/J_0=0.035$, about 73 times the value for flow opposing over the full length. The length that enters the exponent is the length over which the gas actually moves against the contaminant. The remaining values for the example are in the numerical output.

## Numbers as computed

```
Temperature: 295 K
Hydrogen pressure: 0.10 Torr
Channel length: 10 cm
Channel radius: 2 cm
Mean gas speed: 2500 cm/s
Hydrogen molecular mass: 2.016 u
Hydrogen collision diameter: 0.27 nm
Hydrogen viscosity: 9.0e-06 Pa s
Organic molecular mass: 100 u
Organic-H2 collision diameter: 0.45 nm
Organic partial pressure: 1.0e-08 Torr
Hydrogen density: 3.2734e+15 cm^-3
Organic density at dirty end c0: 3.2734e+08 cm^-3
Organic diffusivity D: 2514.4 cm^2/s
Decay length D/v: 1.0058 cm
P = vL/D: 9.9427 (dimensionless)
exp(-P): 4.8077e-05 (dimensionless)
J/J0, formula: 4.7804e-04 (dimensionless)
J/J0, finite volumes: 4.7804e-04 (dimensionless)
P exp(-P): 4.7802e-04 (dimensionless)
Flux without flow J0: 8.2306e+10 cm^-2 s^-1
Flux with flow J: 3.9346e+07 cm^-2 s^-1
Flux with flow J, converted: 3.9346e+11 m^-2 s^-1
Sealed chamber c(L)/c0: 4.8077e-05 (dimensionless)
Scan v=250 cm/s: P=0.994, J/J0=5.839e-01, exp(-P)=3.700e-01
Scan v=500 cm/s: P=1.989, J/J0=3.154e-01, exp(-P)=1.369e-01
Scan v=1000 cm/s: P=3.977, J/J0=7.595e-02, exp(-P)=1.874e-02
Scan v=2500 cm/s: P=9.943, J/J0=4.780e-04, exp(-P)=4.808e-05
Water molecular mass: 18 u
Water-H2 collision diameter: 0.28 nm
Water diffusivity: 6780.5 cm^2/s
Water P: 3.6870 (dimensionless)
Water J/J0: 9.4718e-02 (dimensionless)
Radial Peclet number va/D: 1.9885 (dimensionless)
Parabolic flow, decay rate/(v/D): 0.9287
Parabolic flow, J/J0: 9.0694e-04 (dimensionless)
Parabolic flow, flux factor: 1.897
Thermal uptake speed k: 6248 cm/s
Ratio v/k: 0.400 (dimensionless)
Finite uptake, flux factor: 0.714
Chamber approach radius R: 20 cm
Mouth region, added exponent: 0.895
Mouth region, flux factor: 0.409
Viscous pressure drop: 0.00338 Torr
Pressure drop/pressure: 0.0338
Pressure drop, flux factor: 0.9710
Hydrogen mean free path: 0.0943 cm
Mean free path/radius: 0.0472 (dimensionless)
Reynolds number: 1.218 (dimensionless)
Mach number: 0.0192 (dimensionless)
```
